# Net Auger rate from detailed balance with impact ionisation: verification in Python

```python
"""
Result under test: net Auger rate R = (Cn*n + Cp*p)*(n*p - ni**2)
for nondegenerate bands, each thermalised at the lattice temperature.
n, p   electron and hole densities;  ni  intrinsic density
Cn     coefficient of eeh (2 electrons + hole -> energetic electron)
Cp     coefficient of hhe (2 holes + electron -> energetic hole)
eta_n = (Fn - Ec)/kT, eta_p = (Ev - Fp)/kT, Fn and Fp quasi-Fermi levels
split = (Fn - Fp)/kT = eta_n + eta_p + gap/kT

Test system: spinless 2D model crystal with integer wavevectors and
integer energies, so that energy and momentum conservation are exact.
Carrier energies are counted from the carrier's own band edge.
Densities are carriers per model crystal; rates are in model units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

GAP, KT, KMAX = 40, 2.0, 10
A_E, A_H = 2, 1          # electron energy A_E*k^2, hole energy A_H*k^2
SCREEN = 1.0             # squared screening wavevector

grid = np.arange(-KMAX, KMAX + 1)
KX, KY = [c.ravel() for c in np.meshgrid(grid, grid, indexing="ij")]
K2 = KX**2 + KY**2
WIDTH = 2 * KMAX + 1


def find_processes(a_major, a_minor, phonon_energy=0, phonon_kx=0):
    """List all allowed events: majors 1, 2 and minor 3 -> major 4.

    Hole wavevectors are used for holes, so k4 = k1 + k2 + k3 - q_phonon.
    """
    found = []
    for i in range(len(KX) - 1):
        j = np.arange(i + 1, len(KX))
        x4 = (KX[i] + KX[j])[:, None] + KX[None, :] - phonon_kx
        y4 = (KY[i] + KY[j])[:, None] + KY[None, :]
        released = (GAP - phonon_energy + a_major * (K2[i] + K2[j])[:, None]
                    + a_minor * K2[None, :])
        ok = released == a_major * (x4**2 + y4**2)
        ok &= (np.abs(x4) <= KMAX) & (np.abs(y4) <= KMAX)
        row, third = np.nonzero(ok)
        if len(row):
            fourth = (x4[ok] + KMAX) * WIDTH + y4[ok] + KMAX
            found.append(np.array([np.full(len(row), i), j[row],
                                   third, fourth]))
    s1, s2, s3, s4 = np.concatenate(found, axis=1)

    def coulomb(s):
        q2 = (KX[s4] - KX[s])**2 + (KY[s4] - KY[s])**2
        return 1.0 / (q2 + SCREEN)

    strength = (coulomb(s1) - coulomb(s2))**2   # direct minus exchange
    return s1, s2, s3, s4, strength


def gross_rates(processes, f_major, f_minor):
    """Auger and impact-ionisation rates from the full Pauli factors."""
    s1, s2, s3, s4, w = processes
    auger = np.sum(w * f_major[s1] * f_major[s2] * f_minor[s3]
                   * (1 - f_major[s4]))
    ionise = np.sum(w * (1 - f_major[s1]) * (1 - f_major[s2])
                    * (1 - f_minor[s3]) * f_major[s4])
    return auger, ionise


def occupations(eta_n, eta_p):
    return expit(eta_n - A_E * K2 / KT), expit(eta_p - A_H * K2 / KT)


eeh = find_processes(A_E, A_H)
hhe = find_processes(A_H, A_E)
print(f"model gap / kT = {GAP / KT:.1f}")
print(f"allowed eeh, hhe processes = {len(eeh[0])}, {len(hhe[0])}")

# Coefficients from impact ionisation at a single equilibrium point.
fe, fh = occupations(-GAP / KT / 2, -GAP / KT / 2)
n_eq, p_eq = fe.sum(), fh.sum()
ni2 = n_eq * p_eq
cn_model = gross_rates(eeh, fe, fh)[1] / (n_eq * ni2)
cp_model = gross_rates(hhe, fh, fe)[1] / (p_eq * ni2)
print(f"model ni^2 = {ni2:.4e} (carriers per crystal)^2")
print(f"model Cn, Cp = {cn_model:.4e}, {cp_model:.4e} model units")

# Predict injection, doping and depletion, channel by channel.
print("eta_n eta_p split | net rate (model units) | direct/formula")
for eta_n, eta_p in [(-7, -7), (-7, -12), (-12, -7), (-16, -7), (-13, -13)]:
    fe, fh = occupations(eta_n, eta_p)
    n, p = fe.sum(), fh.sum()
    aug_e, ion_e = gross_rates(eeh, fe, fh)
    aug_h, ion_h = gross_rates(hhe, fh, fe)
    drive = n * p - ni2
    assert abs((aug_e - ion_e) / (cn_model * n * drive) - 1) < 5e-3
    assert abs((aug_h - ion_h) / (cp_model * p * drive) - 1) < 5e-3
    assert abs(aug_e / (cn_model * n**2 * p) - 1) < 5e-3
    assert abs(aug_h / (cp_model * p**2 * n) - 1) < 5e-3
    assert abs(ion_e / (cn_model * ni2 * n) - 1) < 5e-3
    assert abs(ion_h / (cp_model * ni2 * p) - 1) < 5e-3
    direct = aug_e - ion_e + aug_h - ion_h
    formula = (cn_model * n + cp_model * p) * drive
    print(f"{eta_n:4d} {eta_p:4d} {eta_n + eta_p + GAP / KT:5.1f} | "
          f"{direct:.4e} | {direct / formula:.5f}")

# The reverse/forward ratio must hold in degenerate bands too.
for eta_n, eta_p in [(-7, -7), (1, -2), (2, -22), (3, 1)]:
    fe, fh = occupations(eta_n, eta_p)
    expected = np.exp(-(eta_n + eta_p + GAP / KT))
    for channel, major, minor in [(eeh, fe, fh), (hhe, fh, fe)]:
        auger, ionise = gross_rates(channel, major, minor)
        assert abs(ionise / auger / expected - 1) < 1e-9

# Phonon emission in the Auger event, absorption in its inverse.
PHONON = 2
phonon_eeh = find_processes(A_E, A_H, PHONON, 3)
n_phonon = 1 / np.expm1(PHONON / KT)
fe, fh = occupations(-7, -12)
auger, ionise = gross_rates(phonon_eeh, fe, fh)
bare_ratio = ionise / auger
full_ratio = bare_ratio * n_phonon / (n_phonon + 1)
assert abs(full_ratio / np.exp(-(-7 - 12 + GAP / KT)) - 1) < 1e-9
print(f"phonon case, split 1: ionisation/Auger = {full_ratio:.5f}")
print(f"  same without phonon factors = {bare_ratio:.5f}")

# Degenerate electrons: the coefficient is no longer constant.
deviations = []
for eta_n in (0, 2, 4):
    fe, fh = occupations(eta_n, -12)
    auger = gross_rates(eeh, fe, fh)[0]
    relative = auger / (fe.sum()**2 * fh.sum()) / cn_model
    deviations.append(abs(relative - 1))
    print(f"degenerate eta_n = {eta_n}: Cn(eff)/Cn = {relative:.4f}")
assert max(deviations) > 0.05

# Degenerate equilibrium: net rate zero although n*p differs from ni^2.
fe, fh = occupations(2, -2 - GAP / KT)
auger, ionise = gross_rates(eeh, fe, fh)
np_ratio = fe.sum() * fh.sum() / ni2
assert abs(ionise / auger - 1) < 1e-9 and np_ratio < 0.9
print(f"degenerate equilibrium, eta_n = 2: np/ni^2 = {np_ratio:.4f}")

# Hot electrons at unchanged densities: np = ni^2, yet no balance.
HEAT = 1.25
boltz = np.exp(-A_E * K2 / (HEAT * KT))
fe_hot = n_eq * boltz / boltz.sum()
fh = occupations(0, -GAP / KT / 2)[1]
auger, ionise = gross_rates(eeh, fe_hot, fh)
assert abs(fe_hot.sum() * fh.sum() / ni2 - 1) < 1e-9
assert ionise > 10 * auger
print(f"electron temperature / lattice temperature = {HEAT:.2f}")
print(f"  ionisation/Auger at np = ni^2: {ionise / auger:.1f}")

# Worked example with round model parameters, lengths in cm.
T, NI, CN, CP, DENS = 300.0, 1e10, 3e-31, 1e-31, 1e18
kt_ev = const.k * T / const.e
n_band = 2 * (2 * np.pi * const.m_e * const.k * T / const.h**2)**1.5 * 1e-6
gap_ev = 2 * kt_ev * np.log(n_band / NI)
print(f"T = {T:.0f} K, kT = {kt_ev:.5f} eV, ni = {NI:.1e} cm^-3")
print(f"Cn = {CN:.1e} cm^6/s, Cp = {CP:.1e} cm^6/s")
print(f"effective density of states = {n_band:.3e} cm^-3")
print(f"gap implied by ni = {gap_ev:.3f} eV")


def net_rate(n, p):
    return (CN * n + CP * p) * (n * p - NI**2)


rate = net_rate(DENS, DENS)
split_ev = 2 * kt_ev * np.log(DENS / NI)
print(f"injection: n = p = {DENS:.1e} cm^-3")
print(f"  eeh rate = {CN * DENS * (DENS**2 - NI**2):.3e} cm^-3 s^-1")
print(f"  hhe rate = {CP * DENS * (DENS**2 - NI**2):.3e} cm^-3 s^-1")
print(f"  net rate = {rate:.3e} cm^-3 s^-1")
print(f"  lifetime n/R = {DENS / rate * 1e6:.3f} us")
print(f"  Boltzmann quasi-Fermi splitting = {split_ev:.4f} eV")


def fermi_density(eta):
    """Density over effective density of states; x = u^2 removes the root."""
    integral = quad(lambda u: 2 * u**2 * expit(eta - u**2), 0, 8)[0]
    return 2 / np.sqrt(np.pi) * integral


eta = brentq(lambda x: fermi_density(x) - DENS / n_band, -12, 2)
split_fd = gap_ev + 2 * kt_ev * eta
mass_action = (DENS / NI)**2 / np.exp(split_fd / kt_ev)
assert 0.95 < mass_action < 1
print(f"  Fermi-Dirac splitting = {split_fd:.4f} eV")
print(f"  np/(ni^2 exp(splitting/kT)) = {mass_action:.4f}")

# Decay of the injected plasma: the full equation against closed forms.
t_half = 3 / (2 * (CN + CP) * DENS**2)
decay = solve_ivp(lambda t, u: [-t_half * net_rate(u[0] * DENS, u[0] * DENS)
                                / DENS],
                  (0, 1), [1.0], rtol=1e-9, atol=1e-12)
assert abs(decay.y[0, -1] - 0.5) < 1e-6
print(f"  time to half density = {t_half * 1e6:.3f} us")

EXCESS = 1e15
p0 = NI**2 / DENS
tau = 1 / (CN * DENS**2)
decay = solve_ivp(lambda t, u: [-tau * net_rate(DENS + u[0] * EXCESS,
                                                p0 + u[0] * EXCESS) / EXCESS],
                  (0, 1), [1.0], rtol=1e-9, atol=1e-12)
assert abs(decay.y[0, -1] * np.e - 1) < 5e-3
print(f"n-type: doping = {DENS:.1e}, excess = {EXCESS:.1e} cm^-3")
print(f"  lifetime 1/(Cn N^2) = {tau * 1e6:.3f} us")
print(f"  excess left after one lifetime = {decay.y[0, -1]:.5f}")

LOW = 1e6
generation = -net_rate(LOW, LOW)
assert generation > 0
print(f"depletion: n = p = {LOW:.1e} cm^-3")
print(f"  net generation = {generation:.3e} cm^-3 s^-1")
print(f"thermal ionisation per electron Cn ni^2 = {CN * NI**2:.3e} s^-1")
wait = 1 / (CN * NI**2)
print(f"  mean time = {wait:.3e} s = {wait / const.year:.0f} years")
print("all assertions hold")
```

Output:

```
model gap / kT = 20.0
allowed eeh, hhe processes = 16488, 5060
model ni^2 = 4.0692e-08 (carriers per crystal)^2
model Cn, Cp = 3.2981e-08, 1.7937e-11 model units
eta_n eta_p split | net rate (model units) | direct/formula
  -7   -7   6.0 | 1.5487e-15 | 1.00099
  -7  -12   1.0 | 6.6059e-18 | 1.00087
 -12   -7   1.0 | 5.1703e-20 | 1.00063
 -16   -7  -3.0 | -4.4243e-21 | 1.00032
 -13  -13  -6.0 | -9.5187e-21 | 0.99999
phonon case, split 1: ionisation/Auger = 0.36788
  same without phonon factors = 1.00000
degenerate eta_n = 0: Cn(eff)/Cn = 1.6479
degenerate eta_n = 2: Cn(eff)/Cn = 4.5240
degenerate eta_n = 4: Cn(eff)/Cn = 11.8076
degenerate equilibrium, eta_n = 2: np/ni^2 = 0.2876
electron temperature / lattice temperature = 1.25
  ionisation/Auger at np = ni^2: 120.9
T = 300 K, kT = 0.02585 eV, ni = 1.0e+10 cm^-3
Cn = 3.0e-31 cm^6/s, Cp = 1.0e-31 cm^6/s
effective density of states = 2.509e+19 cm^-3
gap implied by ni = 1.119 eV
injection: n = p = 1.0e+18 cm^-3
  eeh rate = 3.000e+23 cm^-3 s^-1
  hhe rate = 1.000e+23 cm^-3 s^-1
  net rate = 4.000e+23 cm^-3 s^-1
  lifetime n/R = 2.500 us
  Boltzmann quasi-Fermi splitting = 0.9524 eV
  Fermi-Dirac splitting = 0.9532 eV
  np/(ni^2 exp(splitting/kT)) = 0.9722
  time to half density = 3.750 us
n-type: doping = 1.0e+18, excess = 1.0e+15 cm^-3
  lifetime 1/(Cn N^2) = 3.333 us
  excess left after one lifetime = 0.36734
depletion: n = p = 1.0e+06 cm^-3
  net generation = 4.000e-05 cm^-3 s^-1
thermal ionisation per electron Cn ni^2 = 3.000e-11 s^-1
  mean time = 3.333e+10 s = 1057 years
all assertions hold
```
